# Localization length from weak localization in two dimensions

**The form of the answer**

In two dimensions a sheet conductivity has the same dimensions as $e^2/\hbar$. In atomic units ($\hbar=e=m_e=1$) it is therefore a pure number. A disordered electron gas at zero temperature offers three lengths: the inverse Fermi wave number $1/k_F$, the elastic mean free path $l$ and the sample size $L$. The classical conductivity does not depend on $L$, so it is a function of $k_Fl$ alone; being proportional to density times scattering time, $k_F^2\times l/k_F$, it is proportional to $k_Fl$.

The quantum correction comes from electrons that diffuse back to where they started. Treat the electron wave as a tube of width $1/k_F$ that sweeps an area $v_F\,dt/k_F$ in time $dt$. The probability density for return at time $t$ is $1/(4\pi Dt)$, where $D=v_Fl/2$ is the diffusion constant. The fraction of electrons affected between the scattering time $\tau=l/v_F$ and the time $L^2/D$ needed to cross the sample is

$$\int_\tau^{L^2/D}\frac{v_F\,dt}{k_F\,4\pi Dt}=\frac{1}{2\pi k_Fl}\ln\frac{L^2}{D\tau}\approx\frac{1}{\pi k_Fl}\ln\frac Ll .$$

The last form drops a constant beside the logarithm. The fraction reaches one when $\ln(L/l)$ is a number times $k_Fl$, so the crossover length must have the form

$$\xi=l\,e^{c\,k_Fl}.$$

The tube argument gives $c=\pi$, but the width of the tube was a guess. Since $c$ stands in an exponent, it has to be derived.

**Model and Drude conductivity**

Take non-interacting electrons of mass $m$ in one parabolic valley with two spin states. There is no magnetic field and no spin-orbit scattering. The random potential has zero mean and correlation $\langle V(\mathbf r)V(\mathbf r')\rangle=u_0\,\delta(\mathbf r-\mathbf r')$, so scattering is isotropic, and it is weak: $k_Fl\gg1$.

The density of states per spin is $N=m/2\pi$. The golden rule gives $1/\tau=2\pi Nu_0$, hence $u_0=1/(2\pi N\tau)$. With $\xi_k=k^2/2m-E_F$ and $a=1/2\tau$, the averaged Green functions are

$$G^{R,A}_k=\frac{1}{-\xi_k\pm ia}.$$

The amplitude decays at rate $a$ and the probability at rate $2a=1/\tau$.

The Kubo–Greenwood formula, with a factor 2 for spin and $\delta(E_F-H)=-\mathrm{Im}\,G^R/\pi$, gives

$$\sigma_D=\frac2\pi\int\!\frac{d^2k}{(2\pi)^2}\,v_x^2\,(\mathrm{Im}\,G^R_k)^2 .$$

Isotropic scattering adds no vertex correction, because the velocity averages to zero over angle. Near the Fermi circle the integral over $\mathbf k$ becomes $N\int d\xi$ with $v_x^2\to v_F^2/2$. Using $\int d\xi\,a^2/(\xi^2+a^2)^2=\pi/2a=\pi\tau$,

$$\sigma_D=\frac2\pi\,N\frac{v_F^2}{2}\,\pi\tau=Nv_F^2\tau=\frac{m v_F\,l}{2\pi}=\frac{k_Fl}{2\pi}.$$

**Interference of reversed paths**

A wave can visit a sequence of scatterers in one order while its complex conjugate visits them in the reverse order. Time-reversal symmetry gives both the same phase. Let $\mathbf q$ be the total wave vector of the pair. Each joint scattering contributes $u_0$, and the propagation between two scatterings contributes a pair integral. Their product is

$$\Pi(q)=u_0\int\!\frac{d^2k}{(2\pi)^2}\,G^R_{\mathbf k}G^A_{\mathbf q-\mathbf k}.$$

For $q\ll k_F$, $\xi_{\mathbf q-\mathbf k}\approx\xi_k-s$ with $s=v_Fq\cos\varphi$. The energy integral has one pole in each half plane. Closing the contour around $\xi=ia$,

$$\int\frac{d\xi}{(\xi-ia)(\xi-s+ia)}=\frac{2\pi i}{2ia-s}=\frac{2\pi\tau}{1+is\tau}.$$

Since $u_0N\,2\pi\tau=1$, what remains is the angular average

$$\Pi(q)=\left\langle\frac{1}{1+iql\cos\varphi}\right\rangle=\frac{1}{\sqrt{1+q^2l^2}}\approx1-\frac{q^2l^2}{2}=1-Dq^2\tau ,$$

where $D\tau=v_F^2\tau^2/2=l^2/2$. Summing the repeated scatterings as a geometric series gives

$$\Gamma(q)=\frac{u_0}{1-\Pi(q)}\approx\frac{1}{2\pi N\tau^2Dq^2}.$$

The single-scattering term is not part of the interference, but it is finite at $q=0$ and does not affect the pole.

To insert this in the conductivity, write $(\mathrm{Im}\,G^R)^2=\tfrac12G^RG^A-\tfrac12\mathrm{Re}(G^RG^R)$. The pole belongs to the mixed product, whose prefactor is $\tfrac12\cdot2/\pi=1/\pi$:

$$\delta\sigma=\frac1\pi\int\!\frac{d^2q}{(2\pi)^2}\,\Gamma(q)\int\!\frac{d^2k}{(2\pi)^2}\,v_x(\mathbf k)\,v_x(\mathbf q-\mathbf k)\,G^R_{\mathbf k}G^A_{\mathbf k}G^R_{\mathbf q-\mathbf k}G^A_{\mathbf q-\mathbf k}.$$

At small $q$ the outgoing velocity is opposite to the incoming one, which makes the correction negative. The inner integral becomes

$$-N\frac{v_F^2}{2}\int\frac{d\xi}{(\xi^2+a^2)^2}=-N\frac{v_F^2}{2}\,\frac{\pi}{2a^3}=-N\frac D\tau\,4\pi\tau^3=-4\pi ND\tau^2 .$$

An extra impurity line across this part would put the two velocities in separate angular integrals, each of which vanishes at $q=0$; at finite $q$ such terms change only the constant beside the logarithm found below. Multiplying by $\Gamma$ gives $-2/q^2$. Diffusion applies for $q$ between about $1/L$ and $1/l$, so

$$\delta\sigma=-\frac2\pi\,\frac1{2\pi}\int_{1/L}^{1/l}\frac{dq}{q}=-\frac1{\pi^2}\ln\frac Ll .$$

**The crossover length**

Setting $\sigma_D+\delta\sigma=0$ at $L=\xi$,

$$\ln\frac\xi l=\pi^2\,\frac{k_Fl}{2\pi}=\frac{\pi k_Fl}{2},\qquad \boxed{\xi=l\,e^{\pi k_Fl/2}} .$$

The relative correction is $-(2/\pi k_Fl)\ln(L/l)$, twice the tube estimate. The tube argument found the logarithm and the dependence on $k_Fl$, but its exponent is twice too large, which would square the ratio $\xi/l$.

For $k_Fl=5$ and $l=1$ nm the exponent is $7.854$ and $\xi=2576$ nm, or about $2.6$ µm. The prefactor is less certain than these digits suggest. Since $1/(Dq^2)=\int dt\,e^{-Dq^2t}$, the same correction can be cut off in time:

$$\delta\sigma=-\frac{2D}{\pi}\int_\tau^{L^2/D}\frac{dt}{4\pi Dt}=-\frac1{2\pi^2}\ln\frac{2L^2}{l^2}=-\frac1{\pi^2}\ln\frac{\sqrt2\,L}{l}.$$

This replaces $l$ by $l/\sqrt2$ in front of the exponential and gives $1.8$ µm. The leading logarithm does not choose between the two cutoffs. If the full $\Pi(q)$ is kept for loops of three or more scatterings, the backscattering term alone gives $l/\sqrt2$, and adding the extra-impurity-line terms gives $l$; other constant terms in the conductivity, not computed here, can shift the prefactor again. The cutoff at $1/L$ is rough too, because the allowed diffusion modes depend on the sample's shape and contacts. For a square sample with contacts on two opposite sides this alone changes $\xi$ by a factor of about two.

There is a deeper limit. The derivation is controlled while $\ln(L/l)\ll\pi k_Fl/2$, whereas $\xi$ is found where the two sides are equal. It is therefore an extrapolated scale at which weak localization has become strong, not a computed decay length of a wave function. Within this extrapolation a larger $k_Fl$ postpones the crossover but does not remove it, so no mobility edge appears.

**A thin oxide channel**

The values $k_Fl=5$ and $l=1$ nm imply $k_F=5$ nm$^{-1}$ and a density $n=k_F^2/2\pi=4.0\times10^{14}$ cm$^{-2}$. To induce this through a gate oxide of relative permittivity 17 would take a field $en/(17\varepsilon_0)=42$ MV/cm, far beyond what a gate oxide can stand.

Rough values for an ultrathin indium-oxide transistor channel are $n=3\times10^{13}$ cm$^{-2}$, mobility $\mu=40$ cm²/Vs, mass $0.2\,m_e$ and thickness 1.5 nm. Here $\mu$ stands for the Drude mobility from elastic scattering. In ordinary units $\tau=\mu m/e$, so

$$k_F=\sqrt{2\pi n}=1.373\ \text{nm}^{-1},\qquad l=\frac{\hbar k_F\mu}{e}=3.61\ \text{nm},\qquad k_Fl=\frac{hn\mu}{e}=4.96 .$$

The exponent is $7.80$ and $\xi=3.61\ \text{nm}\times e^{7.80}\approx8.8$ µm. At fixed density, a mobility of 30 cm²/Vs gives $0.94$ µm and 50 cm²/Vs gives $77$ µm. A moderate uncertainty in mobility thus outweighs the choice of cutoff. For $n=10^{13}$ cm$^{-2}$ and $\mu=15$ cm²/Vs, $k_Fl=0.62$, and the weak-disorder formula does not apply.

**What temperature does**

Interference needs phase coherence, and thermal voltage noise destroys it. Measure temperature $T$ in energy units. The noise field in a sheet has time-integrated correlation $2T/\sigma$ per component, so the potential at wave vector $q$ has $2T/(\sigma q^2)$. If the two paths see independent noise, their phase difference $\Delta$ has $\tfrac12\langle\Delta^2\rangle=t/\tau_\phi$, with

$$\frac1{\tau_\phi}=\int\!\frac{d^2q}{(2\pi)^2}\frac{2T}{\sigma q^2}=\frac{T}{\pi\sigma}\ln\frac{q_{\max}}{q_{\min}} .$$

Potentials smoother than $L_\phi=\sqrt{D\tau_\phi}$ act alike on both paths, so $q_{\min}=1/L_\phi$. Modes relaxing faster than $T$ are not classical, so $q_{\max}=\sqrt{T/D}$. The ratio is $\sqrt{T\tau_\phi}$. With $2\pi\sigma\approx k_Fl$ and $x=T\tau_\phi$,

$$x\ln x=k_Fl .$$

Solving this numerically for the channel gives $x=3.75$. The cutoff ratio $\sqrt x$ is then only 1.9, so its logarithm is not large, and changing the ratio by a factor of two shifts $L_\phi$ by roughly 20 to 40%. In ordinary units $L_\phi=\sqrt{D\hbar x/k_BT}$ with $D=14.4$ cm²/s, which gives about 100 nm at 4 K and 12 nm at 300 K. Putting $L_\phi$ in place of $L$, the correction removes about 43% of the Drude conductivity at 4 K and 15% at 300 K. The first is no longer a small correction: with $\sigma$ and $D$ reduced by it in the noise formula, $L_\phi$ at 4 K falls to about 70 nm. The second is a rough figure: $L_\phi$ is only about three mean free paths, so the constant beside the logarithm matters, and the time cutoff used above would give 20%. Phonons, left out here, shorten $L_\phi$ and so reduce the correction. At 300 K a rough estimate of polar optical phonon absorption gives a time of 0.03 to 0.09 ps, no longer than the noise value $\tau_\phi\approx0.1$ ps, so 12 nm and 15% are upper estimates. If the noise formula is extrapolated with the Drude conductivity, $L_\phi$ reaches 8.8 µm at about 0.5 mK. At that length the leading correction cancels the Drude value, so this temperature is only a rough indication, as $\xi$ itself is.

**The model beside a real device**

A working transistor at room temperature clearly breaks the assumption of full phase coherence: at 300 K the relevant length is of order 10 nm or less, not 8.8 µm. A channel longer than $\xi$ is therefore not localized by this mechanism at room temperature. Other assumptions fare unequally. A drain voltage of 0.5 V is about 19 times $k_BT/e$ at 300 K, so linear response can fail as well, especially in a short channel. The hard-wall parabolic subband spacing is 2.5 eV. Barriers of 1.5 to 4 eV, or a band nonparabolicity of 0.3 to 0.5 eV$^{-1}$, each lower it to between 0.9 and 1.4 eV. This still exceeds the Fermi energy of 0.36 eV, so one subband is a sound choice. Nonparabolicity would also raise the mass, which leaves $k_Fl$ and $\xi$ unchanged at given $n$ and $\mu$ but shortens $L_\phi$ by 20 to 25%. Degeneracy holds, since $k_BT$ at 300 K is 7% of the Fermi energy. The Coulomb energy $e^2\sqrt{\pi n}/(4\pi\varepsilon_0\varepsilon_r)$, with a rough $\varepsilon_r=9$, is 43% of the Fermi energy, which is moderate. Neglecting interactions is nevertheless not safe, however small this ratio. In a diffusive sheet the Coulomb interaction adds its own logarithmic correction, $-(K/2\pi^2)\ln(1/T\tau)$, with $K\to1$ at weak coupling and $K\approx0.7$ here if screening by the gate is ignored. At 4 K it removes roughly another quarter of the Drude conductivity, on top of the weak-localization loss. If the gate supplies all the charge, the field in the gate oxide is 3.2 MV/cm, which is high enough for breakdown to be a concern.

**Magnetic field and spin-orbit scattering**

A magnetic field $B$ perpendicular to the sheet gives the two directions around a loop of area $A$ opposite phases, with difference $2eBA/\hbar$. For $A=\xi^2$ this reaches one radian at $B=\hbar/(2e\xi^2)=4.3$ µT, less than the Earth's field. Even at 0.5 mK the perpendicular component of the Earth's field would have to be shielded or cancelled for the zero-field formula to apply at scale $\xi$.

Spin-orbit scattering changes the sign of the effect. Let the spin rotation around a loop be $U=a_0+i\mathbf a\cdot\boldsymbol\sigma$, where $\boldsymbol\sigma$ are the Pauli matrices and $a_0^2+|\mathbf a|^2=1$. The reversed loop gives $U^{-1}$, so the interference is multiplied by

$$\tfrac12\mathrm{Tr}\,[U(U^{-1})^\dagger]=\tfrac12\mathrm{Tr}\,U^2=a_0^2-|\mathbf a|^2=2a_0^2-1 .$$

For fully random rotations the four components are equivalent, so $\langle a_0^2\rangle=1/4$ and the factor is $-1/2$. Beyond the spin-orbit length the correction then raises the conductivity. Indium is a heavy element, so this case deserves attention. With a trial spin-orbit length of 100 nm and an abrupt change of sign there, a cold channel would keep 57% of its Drude conductivity at that length (about 65% with a smooth crossover, and with interactions still left out). The leading correction would then increase it, and the crossing that defines $\xi$ would not occur.
